# Steps and logarithms in quadratic triangle integration of two-dimensional bands, part 2

The density of states of a two-dimensional band is integrated over triangles, with $\varepsilon$ interpolated linearly from the vertices or quadratically from vertices and edge midpoints. Linear triangles lose the step at a band minimum; quadratic ones hold it down to some small energy. Both energy scales are wanted. The algebra is in atomic units, for one band and one spin.

For a triangle $T$ of area $A$, $g(E)=\int_T\delta(E-\varepsilon)\,d^2k$ is the time spent in $T$ by the flow $\dot k=(\partial_y\varepsilon,-\partial_x\varepsilon)$. With vertex energies $e_1<e_2<e_3$, a linear triangle gives a tent (Entry 2):

$$g=\frac{2A\,(E-e_1)}{(e_2-e_1)(e_3-e_1)}\ \ (E<e_2),\qquad g=\frac{2A\,(e_3-E)}{(e_3-e_2)(e_3-e_1)}\ \ (E>e_2).$$

If two vertex energies coincide, $g$ jumps by $2A/(e_3-e_1)$ there.

The quadratic interpolant is continuous, and exact for a quadratic band. On an edge from $a$ to $b$ with midpoint value $m$ it is $e_a+\beta t+\alpha t^2$, $0\le t\le1$ (Entry 3):

$$\beta=-3e_a+4m-e_b,\qquad \alpha=2e_a-4m+2e_b .$$

Its Hessian $H$ has eigenvalues $\lambda_i$ and eigenvectors $n_i$; $D=\det H$, $\omega=\sqrt D$, $\kappa=\sqrt{-D}$. The gradient vanishes at the centre $k_0$, where $\varepsilon=e_0$. Normal coordinates are $u_i=\sqrt{|\lambda_i|}\,q_i$, $q_i=n_i\cdot(k-k_0)$, and $w$ is the energy from the critical point.

For $D>0$, $g=\Delta\varphi/\omega$, with $\Delta\varphi$ the arc angle inside $T$; an interior extremum gives the step $2\pi/\omega$ (Entry 8). For $D<0$, $g=\Delta\chi/\kappa$ with rapidity $\chi=\tfrac12\ln|\xi/\eta|$, $\xi,\eta=u_1\pm u_2$, $\xi\eta=2w$, $\dot\xi=-\kappa\xi$. If the asymptotes leave $T$ at $\xi=\pm\xi_\pm$, $\eta=\pm\eta_\pm$, an interior saddle gives (Entry 8)

$$g=\frac1\kappa\ln\frac{\xi_+\xi_-\eta_+\eta_-}{4w^2}+O(w)=-\frac2\kappa\ln|w|+{\rm const}.$$

In the program output, $c_3,c_4,c_5$ are the coefficients of $x^2,xy,y^2$ on the reference triangle $(0,0),(1,0),(0,1)$, alpha is the arc angle for a minimum at a vertex, and "slices" denotes direct quadrature, with deviations relative to $1+g$.

### Entry 9. What a linear mesh does at a critical point

Put a quadratic band $\tfrac12q^{\sf T}Hq$ on an unbounded mesh of spacing $h$ with the critical point on a node. Nodal energies and triangle areas both scale as $h^2$, so every tent is a function of $w/h^2$ alone, and at an extremum, where only finitely many tents contribute, $g_{\rm lin}=G(w/h^2)$. At a minimum the triangles touching the node have $e_1=0$ and the others are empty at small $w$, so $G$ starts linearly from zero. Refinement narrows the ramp as $h^2$, but the error at $w\to0^+$ remains the full step.

At a saddle the contour is unbounded and the sum over an unbounded mesh diverges, so restrict the mesh to a fixed bounded region. With no mesh edge along an asymptote, $g_{\rm lin}(0)$ is then finite. On a ray, the stretch between distances $jh$ and $(j+1)h$ takes the time $\ln(1+1/j)/\kappa\simeq1/(j\kappa)$, because $|\dot\xi|=\kappa|\xi|$. The linear gradient there errs by $O(h)$ relative to a gradient of order $jh$, so the errors in time are $O(1/j^2)$ and sum to a constant. With $j$ running to order $1/h$, four rays give $(4/\kappa)\ln(1/h)+{\rm const}$. If $L$ denotes the coefficient of $-\ln|w|$, here $2/\kappa$, the value $g_{\rm lin}(0)$ rises by $2L\ln2$ per halving of $h$; the logarithm is cut off at $|w|\sim h^2$. Within that window the shape is set by the mesh, and the maximum need not lie at $w=0$.

Degenerate triangles can produce a step, but its height and position are set by the mesh, and the height in general differs from $2\pi/\omega$. Take $\varepsilon=q^2/2$ on squares of side $h$ cut along a diagonal, with the minimum at the midpoint of an edge. The nodes $(\pm h/2,0)$ have energy $h^2/8$. The two triangles on that edge have third vertices $(h/2,h)$ and $(-h/2,-h)$ with energy $5h^2/8$, and each jumps by $2A/(e_3-e_1)=h^2/(h^2/2)=2$. The other triangles at these nodes start from zero. The linear step is 4 at $h^2/8$ for every $h$, against $2\pi$ at zero; the quadratic mesh sum is 6.2832. Both are tested at two values of $h$. This step is not the only one: the edges joining $(\pm h/2,h)$ and joining $(\pm h/2,-h)$ are degenerate too. At $5h^2/8$ each of them ends a tent with a drop of 2 and starts one whose third vertex has energy $17h^2/8$, a rise of $h^2/(3h^2/2)=2/3$, so the linear sum falls by $8/3$ where the exact density is constant. For $\varepsilon=\tfrac12(q_x^2+\lambda q_y^2)$ on the same mesh each jump is $2/\lambda$, so the linear step is $4/\lambda$ against $2\pi/\sqrt\lambda$; the heights agree only by accident, at $\lambda=4/\pi^2$, and the step still sits at $h^2/8$ and not at zero.

### Entry 10. Bands that are not quadratic

Let the band be smooth and the triangles of size $h$ and fixed shape. Interpolation reproduces the quadratic part of the Taylor series, and it is a fixed linear map on reference coordinates, in which the cubic part has size $h^3$. The error $\delta\varepsilon$ is therefore $O(h^3)$, and each derivative divides by $h$: $O(h^2)$ for the gradient, $O(h)$ for the Hessian. For a true nondegenerate critical point at $k=0$, the interpolant has gradient $\delta b$ there, so its centre and critical energy are

$$k_0=-H^{-1}\delta b=O(h^2),\qquad e_0=\delta\varepsilon(0)-\tfrac12\,\delta b^{\sf T}H^{-1}\delta b .$$

If the point lies inside a triangle at a distance of order $h$ from the edges, $k_0$ stays inside for small $h$. The step or logarithm is then sharp, displaced by $O(h^3)$ in energy and with a coefficient off by a relative $O(h)$. If the point is a vertex, $\delta\varepsilon(0)=0$ and $e_0=O(h^4)$, but each triangle at the vertex has its own $k_0$, which may fall inside or outside that triangle. The singular structure is then altered on the scale $h^4$: rounded if no triangle contains its centre, sharp but displaced to that triangle's $e_0$ if exactly one does, repeated if several do. On a test band with cubic terms the program finds the orders 3.000, 1.000 and 3.998.

At a point of inversion symmetry the cubic terms vanish. Along an edge of length $h$ let $f(s)=\tfrac12\lambda s^2+c_{(4)}s^4$. The slope of the interpolant at the vertex is $\beta/h$ and its curvature is $2\alpha/h^2$:

$$\frac{4f(h/2)-f(h)}{h}=\frac{\tfrac14c_{(4)}h^4-c_{(4)}h^4}{h}=-\tfrac34c_{(4)}h^3,$$

$$\frac{4\,[f(h)-2f(h/2)]}{h^2}=\lambda+4c_{(4)}h^2\big(1-\tfrac18\big)=\lambda+\tfrac72c_{(4)}h^2 .$$

For $-\lambda\cos s$, $c_{(4)}=-\lambda/24$: the slope is $\lambda h^3/32$ and the curvature $\lambda(1-7h^2/48)$. With $\delta b=h^3b'$, substitute $k=h^3k'$ and $w=h^6w'$. The interpolant near the vertex becomes $h^6(b'\cdot k'+\tfrac12k'^{\sf T}Hk')$, area and energy scale alike, and to leading order $g=\mathcal F(w/h^6)$ at an extremum. At a saddle the four rays run out to $|k'|\sim h^{-3}$, which adds a term $(4/\kappa)\ln h^{-3}$, three times the corresponding term of Entry 9. The linear scale $h^2$ has become $h^6$.

Away from critical energies a bound follows from coordinates adapted to the true band: $E'=\varepsilon(k)$ and a label $\ell$ of the gradient lines, with $d^2k=W(E',\ell)\,dE'd\ell$ and $W$ smooth. Along each line the continuous interpolant $\varepsilon_h$ has $\partial\varepsilon_h/\partial E'=1+O(h^2)$, so it reaches $E$ once, at $E'=E+O(h^3)$, and $g_h=\int W\,d\ell/(\partial\varepsilon_h/\partial E')=g\,[1+O(h^2)]$. For linear triangles the same argument gives $O(h)$.

All of this assumes a smooth band and $D\neq0$ at the critical point. It fails at band crossings and conical points, where energies sorted by size have a kink, and at critical points with $D=0$, whose singularities are set by terms beyond the quadratic.

### Entry 11. The lattice band and its exact density

The example takes round model parameters: with $\theta=ka$,

$$\varepsilon=-2t_x\cos\theta_x-2t_y\cos\theta_y-4t'\cos\theta_x\cos\theta_y,$$

$t_x=1$, $t_y=0.5$, $t'=0.1$ eV, $a=3$ Å. The density per cell and spin is $\nu(E)=(2\pi)^{-2}\int d^2\theta\,\delta(E-\varepsilon)$, labelled D in the output. The gradient components are $\sin\theta_x(2t_x+4t'\cos\theta_y)$ and $\sin\theta_y(2t_y+4t'\cos\theta_x)$; the brackets are positive, so the critical points are the minimum $\Gamma$ at $-3.4$ eV, the saddles $Y=(0,\pi)$ at $-0.6$ eV and $X=(\pi,0)$ at $1.4$ eV, and the maximum $M$ at $2.6$ eV. The Hessian in $\theta$ is diagonal there: $(2t_x+4t',\,2t_y+4t')=(2.4,\,1.4)$ eV at $\Gamma$, which corresponds to masses 0.3528 and 0.6048 $m_e$, and $(2t_x-4t',\,-2t_y-4t')=(1.6,\,-1.4)$ eV at $Y$. Entry 8 predicts

$$\nu_0=\frac{1}{4\pi^2}\frac{2\pi}{\sqrt{2.4\times1.4}}=0.08683\ {\rm eV^{-1}},\qquad L=\frac{1}{4\pi^2}\frac{2}{\sqrt{1.6\times1.4}}=0.03385\ {\rm eV^{-1}},$$

that is 2.3627 and 0.9211 per hartree.

For the exact density put $x=\cos\theta_x$, $U=2t_y+4t'x$, $V=E+2t_xx$. The contour is $\cos\theta_y=-V/U$, with two roots $\theta_y$ and $|\partial_{\theta_y}\varepsilon|=\sqrt{U^2-V^2}$. Two roots, two signs of $\theta_x$ and $d\theta_x=dx/\sqrt{1-x^2}$ give $\nu=\pi^{-2}\int dx\,[(1-x^2)(U-V)(U+V)]^{-1/2}$. The factors $U\mp V$ are linear in $x$, with slopes $-(2t_x-4t')$ and $2t_x+4t'$ and zeros $(2t_y-E)/(2t_x-4t')$ and $-(2t_y+E)/(2t_x+4t')$. Sort these zeros and $\pm1$ as $a_1<a_2<a_3<a_4$, with $a_{ij}=a_i-a_j$; the integration runs over the overlap $[a_2,a_3]$ of the two allowed intervals. Substitute $y=a_{31}(x-a_2)/[a_{32}(x-a_1)]$ and $R=a_{31}-ya_{32}$. Solving for $x$ gives

$$x-a_1=\frac{a_{21}a_{31}}{R},\quad x-a_2=\frac{a_{21}a_{32}\,y}{R},\quad a_3-x=\frac{a_{31}a_{32}(1-y)}{R},\quad a_4-x=\frac{a_{42}a_{31}(1-my)}{R},$$

with $m=a_{41}a_{32}/(a_{42}a_{31})$, $1-m=a_{21}a_{43}/(a_{42}a_{31})$, and $dx=a_{21}a_{31}a_{32}\,dy/R^2$. All factors cancel except $dy/\sqrt{a_{42}a_{31}\,y(1-y)(1-my)}$, and $y=\sin^2\psi$ turns $dy/\sqrt{y(1-y)}$ into $2\,d\psi$:

$$\nu(E)=\frac{2K(m)}{\pi^2\sqrt{(4t_x^2-16t'^2)\,a_{42}a_{31}}},\qquad K(m)=\int_0^{\pi/2}\frac{d\psi}{\sqrt{1-m\sin^2\psi}} .$$

At $E_\Gamma$ the set is $\{-1,1,1,2.75\}$, $m=0$, $K=\pi/2$, and $\nu=1/(\pi\sqrt{3.84\times3.5})=0.08683$ eV$^{-1}$. At $E_Y$ it is $\{-1,-\tfrac16,1,1\}$ and $1-m\propto a_{43}\propto|w|$. Near $\psi=\pi/2-\zeta$ the integrand is $(1-m+\zeta^2)^{-1/2}$, whose integral grows as $-\tfrac12\ln(1-m)$, so the coefficient of $-\ln|w|$ is $1/(\pi^2\sqrt{3.84\times7/3})=0.03385$ eV$^{-1}$. Both agree with the local formulas; these limits and the closed form are tested.

The quarter zone $[0,\pi]^2$ is cut into $N\times N$ squares, each along the diagonal $(1,1)$, and mirrored. The quadratic mesh has $N=16$, $h=\pi/16$ (0.06545 Å$^{-1}$), $h^3=32\times2.366\times10^{-4}=7.57\times10^{-3}$. The linear mesh has $n=32$ squares on the same nodes, $h'=\pi/32$ (0.03272 Å$^{-1}$). All critical points are vertices with inversion symmetry.

### Entry 12. The minimum

| $w$ (eV) | exact | quadratic | linear |
|---|---|---|---|
| $10^{-1}$ | 0.08834 | 0.08836 | 0.09192 |
| $10^{-2}$ | 0.08698 | 0.08712 | 0.09822 |
| $10^{-3}$ | 0.08684 | 0.08636 | 0.01254 |
| $10^{-4}$ | 0.08683 | 0.08397 | 0.00125 |
| $10^{-6}$ | 0.08683 | 0.05525 | 0.00001 |
| $10^{-8}$ | 0.08683 | 0.00309 | 0.00000 |

The densities are in eV$^{-1}$. In each quadrant two triangles meet at $\Gamma$: triangle $A$ between the $\theta_x$ axis and the diagonal, triangle $B$ between the diagonal and the $\theta_y$ axis.

On the linear mesh the neighbouring energies are, to leading order, $1.2h'^2$, $0.7h'^2$ and $1.9h'^2$ eV, and $2A=h'^2$. Four quadrants give

$$\nu_{\rm lin}=\frac{w}{\pi^2h'^2}\Big[\frac1{1.2\times1.9}+\frac1{0.7\times1.9}\Big]=\frac{0.1206\,w}{h'^2}\ {\rm eV^{-2}}.$$

With $h'^2=9.638\times10^{-3}$ this is 0.01251 at $10^{-3}$ eV (printed 0.01254), and it reaches $\nu_0/2$ at $0.360\,h'^2=3.47\times10^{-3}$ eV (printed $3.462\times10^{-3}$). Past the ramp the table shows an overshoot, 13% of the exact value at $10^{-2}$ eV and 4% at $10^{-1}$ eV.

On the quadratic mesh the axis slopes at $\Gamma$ are $2.4h^3/32=0.075h^3$ and $1.4h^3/32=0.04375h^3$ eV. Along $\theta=(s,s)$, with $\cos^2s=1-s^2+s^4/3$, the quartic coefficient is $-(2t_x+2t_y)/24-4t'/3=-0.25833$ eV, and the slope is $0.19375h^3$. This slope is the sum of the two gradient components, so $\delta b=(0.075,\,0.11875)h^3$ in $A$ and $(0.15,\,0.04375)h^3$ in $B$. All slopes are positive: both centres lie outside the quadrant, and $\Gamma$ is a corner minimum with finite gradient. For the smallest $w$ the triangles act as linear ones, with $\beta$ equal to $h$ times the slope:

$$\nu\simeq\frac{w}{\pi^2h^6}\Big[\frac1{0.075\times0.19375}+\frac1{0.04375\times0.19375}\Big]=\frac{18.9\,w}{h^6}\ {\rm eV^{-2}}.$$

With $h^6=5.73\times10^{-5}$ this is 0.0033 at $10^{-8}$ eV, 7% above the printed 0.00309; the curvature dropped here matters on the scale $(0.04375h^3)^2/(2\times1.4)\approx4\times10^{-8}$ eV.

For $w\gg h^6$ the loss is an angle. Let the centre be at $-\mathbf a$ in normal coordinates, $a_i=\delta b_i/\sqrt{\lambda_i}$. A point $\rho\,\hat r$ on an edge is seen from the centre in the direction of $\rho\,\hat r+\mathbf a$, rotated by $(\hat r_1a_2-\hat r_2a_1)/\rho$ to first order. In units of $h^3$, $\mathbf a_A=(0.0484,\,0.1004)$ and $\mathbf a_B=(0.0968,\,0.0370)$, and the diagonal has $\hat r=(\sqrt{2.4},\sqrt{1.4})/\sqrt{3.8}=(0.7947,\,0.6070)$. The rotations, upper edge minus lower edge, are $0.0504-0.1004$ in $A$ and $-0.0968-(-0.0294)$ in $B$. Their sum is $-0.1174\,h^3/\sqrt{2w}$ out of $\pi/2$, with $w$ in eV: $-1.27\%$ at $10^{-3}$ eV and $-4.00\%$ at $10^{-4}$ eV. The table has $-0.55\%$ and $-3.29\%$ relative to the exact values. The remainder is $+0.71\%$ at both energies. Its constancy, sign and size match a Hessian reduced by a relative $O(h^2)$, $7h^2/48=0.56\%$ along the axes and $\tfrac72(0.25833)h^2/3.8=0.92\%$ along the diagonal, two values that bracket it; the program does not test this attribution. The approach to the plateau goes as $w^{-1/2}$, which is why a rounding scale below $10^{-6}$ eV still costs 3% at $10^{-4}$ eV.

The half-step energies for $N=8,16,32$ are $2.742\times10^{-5}$, $4.528\times10^{-7}$, $7.175\times10^{-9}$ eV. The last pair gives the exponent 5.980, and the last linear pair 1.998; both are tested against 6 and 2.

### Entry 13. The saddle

| $w$ (eV) | exact | quadratic | linear |
|---|---|---|---|
| $-10^{-2}$ | 0.30024 | 0.30025 | 0.29570 |
| $-10^{-3}$ | 0.37840 | 0.37851 | 0.37908 |
| $-10^{-4}$ | 0.45637 | 0.45593 | 0.39149 |
| $-10^{-6}$ | 0.61225 | 0.59997 | 0.39286 |
| $+10^{-8}$ | 0.76813 | 0.67123 | 0.39287 |
| $+10^{-6}$ | 0.61225 | 0.60061 | 0.39287 |
| $+10^{-4}$ | 0.45637 | 0.45606 | 0.39237 |
| $+10^{-3}$ | 0.37846 | 0.37863 | 0.38763 |
| $+10^{-2}$ | 0.30074 | 0.30076 | 0.29429 |

The exact column rises by $0.61225-0.45637=0.15588$ over two decades, and $L\ln100=0.1559$. The linear column is a finite, asymmetric peak of height 0.39287. Its closeness to the exact value at $-10^{-3}$ eV lies near a crossing of the two curves, since the linear value is below the exact one at $-10^{-2}$ and $-10^{-4}$ eV and above it here.

One triangle per quadrant touches $Y$, with both short edges on the axes. In $s_1=\theta_x$, $s_2=\pi-\theta_y$ the slopes are $\lambda_ih^3/32$, so the centre lies at $s_1=s_2=-\delta$, $\delta=h^3/32=2.366\times10^{-4}$, outside the triangle. The printed offset is $-2.374\times10^{-4}$, and the test allows 3% on each axis. The critical energy is $e_0=-\tfrac12(1.6-1.4)\delta^2=-5.6\times10^{-9}$ eV, printed $-5.555\times10^{-9}$. It is small because the two curvatures nearly cancel, and it is not the scale on which the logarithm is cut.

That scale follows from the geometry. The vertex sits at $u_1=\sqrt{1.6}\,\delta=2.99\times10^{-4}$, $u_2=\sqrt{1.4}\,\delta=2.80\times10^{-4}$ in eV$^{1/2}$. An exact quadrant has its branch end on an axis, at $\chi=0$, where $\xi=\sqrt{2|w|}$, so its time is $\kappa^{-1}\ln(\xi_{\rm far}/\sqrt{2|w|})$. At $w=0$ the contour of the interpolant ends at the vertex, where $\xi=u_1+u_2$. The quadratic value at $E_Y$ thus equals, to leading order, the exact value at

$$w_{\rm eff}=\tfrac12(u_1+u_2)^2=\tfrac12\,(5.79\times10^{-4})^2=1.68\times10^{-7}\ {\rm eV}.$$

This is $0.61225+0.03385\ln(10^{-6}\,{\rm eV}/w_{\rm eff})=0.6727$ with the unrounded $w_{\rm eff}$, against the printed 0.67485. Since $w_{\rm eff}\propto h^6$, the peak rises by $6L\ln2$ per halving. The program finds $(0.81414-0.67485)/(L\ln2)=5.937$, and 2.000 for the linear meshes $n=128$ and $512$, both evaluated at $w=10^{-13}$ eV and tested to 5%.

The residues fit one further term. In the vertex triangle $\kappa$ is low by $7h^2/48=0.56\%$. The asymptote $s_2=\sqrt{1.6/1.4}\,s_1=1.069\,s_1$ leaves through $s_1+s_2=h$ at $\xi=2\sqrt{1.6}\,h/2.069=0.240$, so the rapidity span is $\ln(0.240/5.79\times10^{-4})=6.03$. One unit of rapidity in each of four quadrants is worth $4/(4\pi^2\kappa)=2L$, so the gain is $2L(0.0056)(6.03)=0.0023$, and the estimate becomes 0.6750. At $N=32$ the gain is $2L(0.0014)(6.03+\ln4)=0.0007$; the fall of 0.0016 is $0.068\,L\ln2$ and turns 6 into 5.93. This estimate neglects the $O(h^2)$ errors of all other triangles and is not tested, so the attribution remains a conjecture.

For $|w|\gg w_{\rm eff}$ the branch is cut by the edge $u_2={\rm const}$ when $w>0$ and by $u_1={\rm const}$ when $w<0$. With $u_2=\rho\sinh\chi$ in the first case and $u_1=\rho\sinh\chi$ in the second, the lost rapidity is ${\rm arsinh}(u_{2}/\sqrt{2|w|})$ or ${\rm arsinh}(u_{1}/\sqrt{2|w|})$: 0.197 and 0.210 at $10^{-6}$ eV, costing $2L$ times this, 0.0133 and 0.0142 eV$^{-1}$. The table shows deficits of 0.0116 and 0.0123, with the larger loss on the negative side as predicted; the differences of about 0.002 have the sign and size of the gain just estimated. For $|w|\ge10^{-4}$ eV the tabulated quadratic values lie within 0.1% of the exact ones.

### Entry 14. Regular energies

On 35 energies at least 0.15 eV from both saddles and away from the band edges, the root-mean-square error relative to the exact density is $1.39\times10^{-3}$, $2.25\times10^{-4}$, $4.86\times10^{-5}$ for quadratic $N=8,16,32$, and $1.07\times10^{-2}$, $3.34\times10^{-3}$, $1.20\times10^{-3}$ for linear triangles on the same nodes. The quadratic error falls by 6.2 and 4.6 per halving, the linear by 3.2 and 2.8. The orders $h^2$ and $h$ of Entry 10 are upper bounds, corresponding to factors 4 and 2, and both sequences fall faster on these meshes. A likely reason, offered as a conjecture, is that gradient errors of both signs cancel along a contour; along any edge the error of the tangential slope integrates to zero because the interpolant is exact at both ends. The tests require only a total fall above 8 and above 2.5 over two halvings, and a smaller quadratic error on the finest pair. At $N=16$ the same nodal energies give an error 15 times smaller with quadratic than with linear triangles, for this band and this mesh.

## Computed values

```
triangle cases: {'hyperbolic': 104, 'elliptic': 20, 'parabolic': 5, 'lines': 3}
worst deviation from slices: 4.9e-09
bowl c3,c4,c5=.9,.4,.6: D=2.0000 step=4.442883
vertex minimum: alpha=1.295154 rad step=0.915812
saddle .9,.4,-.6 at (.3,.25): D=-2.3200 intercepts [0.50945 0.56467 0.71039 0.63249]
  w=+1e-05: g=12.86388 asymptote=12.86382
  w=-1e-05: g=12.86375 asymptote=12.86382
cubic band orders: e0 interior 3.000, det H 1.000, e0 vertex 3.998
q^2/2, edge-midpoint minimum: linear step 4.0000, quadratic 6.2832
tx=1.0 ty=0.5 t'=0.1 eV, a=3.0 A
E_Gamma=-3.400 E_Y=-0.600 E_X=1.400 E_M=2.600 eV
a^-2 H at Gamma: 2.40,1.40 eV; at Y: 1.60,-1.40 eV
masses at Gamma: 0.3528,0.6048 m_e
step D0=0.08683 /eV = 2.3627 /hartree
log coefficient L=0.03385 /eV = 0.9211 /hartree
edge h: quadratic N=16 0.06545 1/A, linear n=32 0.03272 1/A
interpolant saddle offset, theta_x: -2.374e-04 rad; h^3/32=2.366e-04
interpolant saddle energy - E_Y: -5.555e-09 eV
w (eV), D exact, quadratic N=16, linear n=32 (1/eV); Gamma:
  +1e-01 0.08834 0.08836 0.09192
  +1e-02 0.08698 0.08712 0.09822
  +1e-03 0.08684 0.08636 0.01254
  +1e-04 0.08683 0.08397 0.00125
  +1e-06 0.08683 0.05525 0.00001
  +1e-08 0.08683 0.00309 0.00000
Y:
  -1e-02 0.30024 0.30025 0.29570
  -1e-03 0.37840 0.37851 0.37908
  -1e-04 0.45637 0.45593 0.39149
  -1e-06 0.61225 0.59997 0.39286
  +1e-08 0.76813 0.67123 0.39287
  +1e-06 0.61225 0.60061 0.39287
  +1e-04 0.45637 0.45606 0.39237
  +1e-03 0.37846 0.37863 0.38763
  +1e-02 0.30074 0.30076 0.29429
half-step w, quadratic N=8,16,32 (eV): 2.742e-05 4.528e-07 7.175e-09
half-step w, linear n=16,32,64 (eV): 1.376e-02 3.462e-03 8.668e-04
width exponents: quadratic 5.980, linear 1.998
D(E_Y) quadratic N=16,32: 0.67485 0.81414 /eV
D(E_Y) linear n=32,128,512: 0.39287 0.48653 0.58037 /eV
rise per halving / (L ln2): quadratic 5.937, linear 2.000
rms relative error on 35 regular energies:
  quadratic N=8,16,32: 1.39e-03 2.25e-04 4.86e-05
  linear n=16,32,64: 1.07e-02 3.34e-03 1.20e-03
```
